# Uniform wall illumination by diffuse emission inside a spherical cavity

**Q.** You say that a point inside a spherical cavity, emitting diffusely, sends equal numbers of molecules to equal areas of wall, wherever the point is. I doubt it. The wall close to the point must get more.

**A.** As you phrase it, it is false, because "inside" is too loose. Put the emitting point on the wall itself. Let the cavity be an empty sphere of radius $R$, let molecules fly in straight lines without meeting one another, and let "diffuse" mean the cosine law: the probability of leaving into the solid angle $d\Omega$ at angle $\theta$ from the local inward normal is

$$dP=\frac{\cos\theta}{\pi}\,d\Omega .$$

The factor $1/\pi$ normalizes it, since $\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$ over the hemisphere.

Let the molecule land on a wall element $dA'$ at distance $d$, arriving at angle $\theta'$ from the normal there. The element fills the solid angle $d\Omega=\cos\theta'\,dA'/d^2$, so

$$dP=\frac{\cos\theta\cos\theta'}{\pi d^2}\,dA' .$$

Now join both points to the centre. Both normals point to the centre, and the two radii and the chord form an isosceles triangle with base angles $\theta$ and $\theta'$. Hence $\theta'=\theta$. Each radius projects onto the chord with length $R\cos\theta$, so $d=2R\cos\theta$. Inserting both,

$$dP=\frac{\cos^2\theta}{\pi\,4R^2\cos^2\theta}\,dA'=\frac{dA'}{4\pi R^2}.$$

Neither the emitter's position nor the landing position is left.

**Q.** And my nearby wall?

**A.** It is near, which favours it by $1/d^2$, but it is seen at grazing angles from both ends, which costs $\cos^2\theta=d^2/4R^2$. The two factors cancel at every distance.

A ray-tracing test used 400 000 cosine-distributed rays from one wall point. The sphere was cut into ten bands of equal area about each of three axes, one passing through the emitter. Each band should receive 0.1 of the rays; the worst error among the thirty was 0.00115.

The flights are not equally long, however. The density of $\theta$ is $2\cos\theta\sin\theta$, so the mean chord is

$$\bar d=\int_0^{\pi/2}2R\cos\theta\;2\cos\theta\sin\theta\,d\theta=4R\left[-\frac{\cos^3\theta}{3}\right]_0^{\pi/2}=\frac{4R}{3}.$$

The traced rays gave $1.333\,R$.

**Q.** Does the cosine law really matter, or does the sphere do all the work?

**A.** Both are needed. Replace $\cos\theta/\pi$ by a general angular density $g$ per solid angle. With the same geometry,

$$dP=g\,\frac{\cos\theta\,dA'}{4R^2\cos^2\theta}=\frac{g}{4R^2\cos\theta}\,dA' ,$$

which is uniform if and only if $g$ is proportional to $\cos\theta$. For the normalized law $g=\frac{n+1}{2\pi}\cos^n\theta$, the landing density relative to a uniform one is

$$4\pi R^2\,\frac{g}{4R^2\cos\theta}=\frac{n+1}{2}\cos^{n-1}\theta .$$

For $n=3$ this is $2\cos^2\theta$. Let $\mu$ be the cosine of the angle between emitter and landing point as seen from the centre. Then $d^2=2R^2(1-\mu)=4R^2\cos^2\theta$, and the relative density is $1-\mu$. Equal steps of $\mu$ are equal areas, so the farthest tenth of the sphere receives $\frac12\int_{-1}^{-0.8}(1-\mu)\,d\mu=0.19$ and the nearest tenth 0.01. Ray tracing gave 0.1901 and 0.0100.

**Q.** What happens if I do lift the point off the wall?

**A.** Take an isotropic source at distance $b$ from the centre. It sends $dP=\cos\theta'\,dA'/(4\pi d^2)$ to the wall. At the nearest and farthest points $\theta'=0$, with distances $R-b$ and $R+b$, so

$$\frac{\text{near density}}{\text{far density}}=\left(\frac{R+b}{R-b}\right)^2 .$$

For $b=R/2$ the ratio is 9, and your intuition is right. At $b=0$ the isotropic source is uniform by symmetry. A small one-sided cosine emitter at the centre is not: it leaves half the sphere dark.

**Q.** A closed sphere is of no use in deposition. The precursor enters through a hole, and a hole is flat, not part of the sphere.

**A.** Let the hole be a circular mouth of radius $a<R$ in a wall of negligible thickness, so that the cavity is the sphere less a cap smaller than a hemisphere. Outside is an isotropic gas of number density $n_g$ and mean speed $\bar v$. Through a surface element $dA$, the rate of molecules within $d\Omega$ at angle $\theta$ is $n_g\bar v\cos\theta\,dA\,d\Omega/4\pi$. Integration over the hemisphere gives the impact flux on a flat surface,

$$J_0=\frac{n_g\bar v}{4}=\frac{p}{\sqrt{2\pi m k_BT}},$$

where the second form uses $n_g=p/k_BT$ and $\bar v=\sqrt{8k_BT/\pi m}$. The angular rate is therefore $(J_0/\pi)\cos\theta\,dA\,d\Omega$, the cosine law again.

Take a wall point and a line from it through the mouth. Continued outward, the line stays in the full ball until it leaves through the missing cap. Conversely, a chord from the wall point to any point of the cap must cross the plane of the rim inside the ball, hence inside the mouth. The directions that see the mouth are the directions that would see the cap. Since the gas is isotropic, the wall cannot tell it from a cap emitting $J_0$ by the cosine law. Summing $dP$ over the cap, whose share of the sphere's area is $f$,

$$J_{\rm direct}=J_0\,\frac{A_{\rm cap}}{4\pi R^2}=fJ_0 .$$

With $A_{\rm cap}=2\pi R\,(R-\sqrt{R^2-a^2})$,

$$f=\frac12\left(1-\sqrt{1-\frac{a^2}{R^2}}\right).$$

The direct flux is the same beside the rim and at the bottom.

**Q.** Does that conserve molecules?

**A.** The remaining wall has area $4\pi R^2(1-f)$, and it receives

$$4\pi R^2f(1-f)J_0=4\pi R^2\,\frac{1-(1-a^2/R^2)}{4}\,J_0=\pi a^2J_0 ,$$

which is the inflow through the mouth.

**Q.** Then the molecules start sticking, and some patches are more reactive than others. Surely the flux becomes patchy too.

**A.** The uptake does; the impact flux does not. Let $s(\mathbf r)$ be the sticking probability, and let molecules that do not stick be re-emitted by the cosine law. In steady state the impact flux is

$$J(\mathbf r)=fJ_0+\frac{1}{4\pi R^2}\int_{\rm wall}(1-s)J\,dA' .$$

The right side contains no $\mathbf r$, so $J$ is uniform for any pattern $s$. Taking it out of the integral, with $\bar s$ the mean of $s$ over the wall area,

$$J=fJ_0+(1-f)(1-\bar s)J .$$

Since $1-(1-f)(1-\bar s)=f+(1-f)\bar s$,

$$\frac{J}{J_0}=\frac{f}{f+(1-f)\bar s}.$$

For $\bar s\ll f$ the cavity fills to the outside flux, $J\to J_0$. For $f\ll\bar s$, $J\approx fJ_0/\bar s$. For $\bar s=1$ the direct flux $fJ_0$ is all there is.

Dividing the total impact rate $4\pi R^2(1-f)J$ by the inflow $4\pi R^2f(1-f)J_0$ gives the mean number of wall hits per entering molecule, $1/[f+(1-f)\bar s]$. A fraction $\bar s/[f+(1-f)\bar s]$ is captured.

**Q.** I would like to see that with a flat mouth and a badly uneven wall.

**A.** Take $f=0.1$, with $s=0.4$ on the lower half of the wall area and $0.02$ on the upper half, so that $\bar s=0.21$ and $f+(1-f)\bar s=0.289$. The formulas give 3.460 hits and a captured fraction of 0.7266. Tracing 300 000 molecules from the flat mouth gave 3.460 and 0.7270. In nine wall bands of equal area, the largest deviation from the mean count was 0.92 % for first hits and 0.61 % for all hits. The counting error of first hits is about 0.52 % per band.

**Q.** In atomic layer deposition the sticking probability falls as the surface saturates. What is the dose time?

**A.** Assume irreversible adsorption on single sites: $s=s_0u$, where $u$ is the fraction of free sites. Let $\sigma$ be the wall area per site. Assume also that the gas adjusts quickly compared with the coverage, so that the steady balance holds at each moment. Then

$$\frac{du}{dt}=-\sigma s_0uJ,\qquad J=\frac{fJ_0}{f+(1-f)s_0u}$$

for a uniform start. Separating the variables,

$$\left[\frac{f}{u}+(1-f)s_0\right]du=-\sigma s_0fJ_0\,dt ,$$

and integrating from the bare wall, $u=1$ at $t=0$,

$$f\ln u-(1-f)s_0(1-u)=-\sigma s_0fJ_0t .$$

Division by $-s_0f$ gives

$$\sigma J_0t=\frac{1}{s_0}\ln\frac1u+\frac{1-f}{f}(1-u).$$

The first term is the dose of an open flat surface, for which $J=J_0$. The second is the extra dose the cavity needs because its molecules must come through the mouth. It does not contain $s_0$.

**Q.** And if the wall starts unevenly covered?

**A.** Each point obeys $d\ln u/dt=-\sigma s_0J(t)$ with the same right side everywhere. All free-site fractions shrink by a common factor, so their ratios persist: a patch with twice the free sites keeps twice the free sites, while both go to zero. Averaging over the wall gives the same equation for $\bar u$, hence

$$\sigma J_0t=\frac1{s_0}\ln\frac{\bar u_0}{\bar u}+\frac{1-f}{f}(\bar u_0-\bar u).$$

This was tested by integrating the kinetics ring by ring, with $f$ and $s_0$ of the pore discussed next, from a free fraction $0.7-0.3\mu$, where $\mu$ is now the cosine of the angle from the mouth axis. At the time predicted for $\bar u=0.01$, the computed mean was 0.010000.

**Q.** Put numbers in. How much does a real pore suffer?

**A.** Consider alumina deposition from trimethylaluminium in an ink-bottle pore that opens to the reactor gas: $R=100$ nm, $a=20$ nm, $T=473$ K, precursor pressure 0.1 Torr. The initial sticking probability $s_0=0.01$ and the density of 4 sites per nm² are rough typical values. With a molecular mass of 72.09 u, $J_0=1.902\times10^5$ nm⁻² s⁻¹, so that $\sigma J_0=1.902\times10^5/4=4.755\times10^4$ s⁻¹. The mouth gives

$$f=\tfrac12\left(1-\sqrt{1-0.04}\right)=0.0101 .$$

On the bare wall $J/J_0=0.0101/(0.0101+0.9899\times0.01)=0.505$. Each entering molecule hits the wall 50 times on average. At 99 % coverage, $s$ has dropped to $10^{-4}$ and $J/J_0$ has risen to 0.990.

For 99 % coverage, $u=0.01$, the two terms are

$$\frac{\ln100}{0.01\times4.755\times10^4\ {\rm s^{-1}}}=9.68\ {\rm ms},\qquad \frac{0.9899}{0.0101}\,\frac{0.99}{4.755\times10^4\ {\rm s^{-1}}}=2.04\ {\rm ms}.$$

The pore needs 11.7 ms against 9.7 ms for an open surface, 21 % more. At 50 % coverage the times are 2.49 and 1.46 ms, 71 % more. The penalty is relatively larger early because the supply term grows as $1-u$ and is half spent at half coverage, while the logarithm keeps growing.

**Q.** Your sticking probability is a guess.

**A.** It is a rough value, and the times depend on it strongly. With everything else fixed, $s_0=0.001$ gives 98.9 ms in the pore and 96.8 ms on the open surface; $s_0=0.1$ gives 3.0 and 1.0 ms. The difference stays at 2.04 ms, but it changes from a 2 % correction into two thirds of the pore's time.

**Q.** You assumed that the gas responds at once. Molecules that hit the wall 50 times may linger.

**A.** Without sticking, the cavity gas holds on average 8.5 precursor molecules, and dividing this by the inflow gives a filling time of 36 ns. Molecules also pause on the wall. For a rough binding energy $E=0.5$ eV and attempt time $\tau_0=10^{-13}$ s, the pause is $\tau_0e^{E/k_BT}$ per hit, or 2.1 µs summed over the $1/f\approx99$ hits of a molecule that never sticks. Both are far below milliseconds. The pause grows exponentially with $E$, so strongly held precursors can break the assumption: the same formula gives about 1 ms at 0.75 eV and 3.3 ms at 0.8 eV, more than the supply term. With so few molecules present, $J$ must be read as an average over time, not as a smooth instantaneous flux.

**Q.** And collisions? A reactor is not a vacuum.

**A.** Let the total pressure be 1 Torr, mostly nitrogen, and count all of the gas as nitrogen, of density $n_c$ and molecular mass $m_c$. For a collision diameter $D=0.5$ nm, a rough value, the free path of a trace molecule is $\lambda=[n_c\pi D^2\sqrt{1+m/m_c}]^{-1}=33$ µm; the root is the mean relative speed divided by the molecule's own mean speed. Over the mean chord of 133 nm the collision chance is 0.40 %, so about one flight in 250 is disturbed. At atmospheric pressure and the same temperature $\lambda$ would be 760 times shorter, about 43 nm, and the ballistic picture would fail.

**Q.** Real mouths have necks.

**A.** Let a neck of length $L$ transmit a fraction $W$ of the molecules entering either end. Ignore its own uptake and the beaming of what it transmits, and take $s$ uniform. The wall sends the flux $(1-s)J$ to the inner end, of which $1-W$ comes back, so the flux entering the cavity there is $WJ_0+(1-W)(1-s)J$. The balance becomes

$$J=f\,[WJ_0+(1-W)(1-s)J]+(1-f)(1-s)J=fWJ_0+(1-fW)(1-s)J ,$$

which is the old one with $f$ replaced by $fW$. For $L=10$ nm ray tracing gave $W=0.801$, and the 99 % time rises from 11.7 to 12.2 ms. The neglected beaming is not small for the first hits: behind this neck they are roughly 15 % above the mean at the bottom and a third below it beside the rim. Uniformity from the first flight belongs to the thin mouth; with a neck, only weak sticking keeps the total flux nearly uniform.

The sphere also yields the part of $W$ that crosses without touching the neck. The two end discs are mouths of a common sphere of radius $R_s=\sqrt{a^2+L^2/4}$, each cutting off a cap of height $h=R_s-L/2$ and area $2\pi R_sh$. Rays through both discs are chords between the caps, so the direct share is

$$\frac{(2\pi R_sh)^2}{4\pi R_s^2\,\pi a^2}=\frac{h^2}{a^2}.$$

Here it is 0.6096; the traced value was 0.6098.

**Q.** The film itself narrows the mouth.

**A.** For these dimensions that matters more than the neck. At a rough 0.1 nm per cycle, 100 cycles deposit 10 nm. If both radii shrink by this amount, $a=10$ nm, $R=90$ nm and $f=0.0031$. The 99 % time becomes 16.4 ms, 40 % longer than at the start. This still treats the mouth as a thin edge. The film also coats the lip and turns it into a short rounded throat, which sends some molecules back, so 16.4 ms is an underestimate. For $a\ll R$, $f\approx a^2/4R^2$, so the supply term grows as $4R^2/a^2$ while the mouth closes. A dose time set on the fresh pore is too short for the last cycles.

**Q.** Finally, no pore is a perfect sphere. Does uniformity collapse?

**A.** That depends on the sticking. Stretch the cavity by 10 % along the mouth axis and keep the mouth radius. Define the spread as maximum minus minimum wall flux, divided by the mean over the computed rings. With $s=1$ it is 39 %; with $s=0.01$ it is 0.43 %.

The reason is an equilibrium property of any closed convex cavity. The kernel $K=\cos\theta\cos\theta'/\pi d^2$ is symmetric in its two points and integrates to one over the wall, so a uniform emission produces a uniform impact flux. Here the wall emits nearly uniformly, at $(1-s)J$, and the cap differs from it by emitting $J_0$. In a nearly spherical cavity, the slight unevenness of the wall's emission is almost averaged out in the next flight. If $D(\mathbf r)$ is the direct flux for $J_0=1$, then approximately

$$J(\mathbf r)\approx(1-s)\bar J+[J_0-(1-s)\bar J]\,D(\mathbf r).$$

With $\bar J\approx0.505J_0$ and the spherical value $f$ for the mean of $D$, the spread is about $0.5\times0.0101\times39\,\%/0.505\approx0.4\,\%$, as found. Near-uniform flux at weak sticking and a small mouth is therefore no proof that a pore is exactly spherical. In a strongly elongated pore, however, unevenness carries over from flight to flight, and the flux can vary clearly along the wall. What the sphere adds is uniformity from the first flight and for any sticking.

**Q.** And if re-emission is not quite diffuse?

**A.** For $\cos^2\theta$ re-emission in the spherical pore at $s=0.01$, the spread is 1.14 %. This law is a sensitivity test only: combined with a sticking probability independent of angle it breaks detailed balance, and at $s=0$ it leaves the wall flux slightly uneven and slightly below $J_0$ on average. In a full sphere, any emission law symmetric about the normal keeps a uniform flux uniform, by rotational symmetry. The missing cap disturbs this, and its share of the flux at a wall point is at most $\frac32f\approx1.5\,\%$ for this law.

**Q.** So which of your numbers would I trust in a reactor?

**A.** The geometry more than the chemistry. Precursor adsorption on alumina is not strictly single-site and irreversible, reaction products can block sites, and the tenfold changes in $s_0$ moved the pore's time between 3 and 99 ms. The outside pressure was also held constant; a real pulse takes time to rise, and pores fed through neighbouring pores see a depleted gas. The 2 ms supply term rests on the ratio $a/R$, the site density and $J_0$. It is not a dose time by itself. For irreversible adsorption whose sticking probability depends on coverage but not on the flux, at constant outside pressure, it can be added to the time an open surface needs for the same, nearly full coverage, provided that the pore opens directly to the reactor gas, flights are ballistic and the mouth is still close to its initial size. If the uptake is not proportional to the flux, as when a surface reaction step limits it, the extra time of the pore differs from the supply term. The numerical output below lists the values behind these answers.

## Computed results

```
Ray test: worst bin error (of 0.1): 0.00115
Ray test: mean chord / R: 1.3330
cos^3 emission: share in farthest tenth: 0.1901
cos^3 emission: share in nearest tenth: 0.0100
Interior point at R/2: near/far pole ratio: 9.000
Patchy test: f = 0.1, s = 0.4 and 0.02
Patchy test: first-hit nonuniformity: 0.92 %
Patchy test: all-hit nonuniformity: 0.61 %
Patchy test: hits traced, formula: 3.460, 3.460
Patchy test: capture traced, formula: 0.7270, 0.7266
Cavity radius, mouth radius: 100 nm, 20 nm
Temperature: 473 K; precursor mass: 72.09 u
Precursor, total pressure: 0.1 Torr, 1.0 Torr
Initial sticking: 0.01; sites: 4 per nm^2
Missing-cap fraction f: 0.01010
Outside flux J0: 1.902e+05 per nm^2 per s
Wall flux / J0, bare wall: 0.5051
Wall flux / J0, 99 % covered: 0.9903
Mean wall hits per molecule, bare wall: 50.0
Direct share of wall flux, bare: 2.00 %
Time to 50 %: pore 2.488 ms, open 1.457 ms
Time to 90 %: pore 6.696 ms, open 4.842 ms
Time to 99 %: pore 11.723 ms, open 9.683 ms
Supply term in the 99 % time: 2.040 ms
99 % time if s0 = 0.001: pore 98.87 ms, open 96.83 ms
99 % time if s0 = 0.1: pore 3.01 ms, open 0.97 ms
Patchy start: final mean u, goal: 0.010000, 0.01
Mean chord: 133.3 nm
Mean free path (diameter 0.5 nm): 33.0 um
Collision chance per mean chord: 0.40 %
Mean precursor number in cavity gas: 8.55
Gas filling time: 35.8 ns
Binding energy, attempt time: 0.5 eV, 1e-13 s
Adsorbed time summed over 1/f hits: 2.10 us
Neck length: 10 nm; transmission W: 0.801
Neck direct share traced, formula: 0.6098, 0.6096
99 % time with neck: 12.234 ms
Film after 100 cycles: 10 nm; f then: 0.00310
99 % time after 100 cycles: 16.386 ms
Spheroid axis ratio: 1.1; closure error: 1.6e-05
Spheroid flux spread, s = 0.01: 0.43 %
Spheroid flux spread, s = 1: 39.35 %
Sphere, cos^2 re-emission, s = 0.01: spread 1.14 %
```
